Height-difference variance of a self-affine line edge

**First half: from the edge spectrum to short separations**

A printed line in a resist film has an edge that should be straight and is not. Let x be the distance along the line and h(x) the sideways displacement of the edge from its intended position. The edge is taken to be single-valued, without overhangs, and statistically stationary: averages do not depend on where along the line they are taken. Angle brackets denote an average over many edges made in the same way. The mean ⟨h⟩ is then a constant, and

C(r) = ⟨[h(x+r) − ⟨h⟩][h(x) − ⟨h⟩]⟩, C(0) = σ²

is the autocorrelation function, with σ the standard deviation of the edge. The quantity studied here is the height-difference variance

G(r) = ⟨[h(x+r) − h(x)]²⟩, r > 0.

The power spectral density P(k) is two-sided and even in the wavenumber k, with the convention

C(r) = ∫ P(k) cos(kr) dk/2π, over −∞ < k < ∞.

At r = 0 this says that σ² is the integral of P over all k, divided by 2π. Another convention for P would change the constants below, but not G(r). No assumption of Gaussian statistics is needed until part (k).

**(a) Express G(r) through C(r), and then through P(k). What becomes of the mean edge position?**

Write δ(x) = h(x) − ⟨h⟩. The constant ⟨h⟩ cancels in the difference, so h(x+r) − h(x) = δ(x+r) − δ(x). Expanding the square gives

G(r) = ⟨δ(x+r)²⟩ + ⟨δ(x)²⟩ − 2⟨δ(x+r)δ(x)⟩.

By stationarity the first two terms are both C(0), and the third is −2C(r). Hence

G(r) = 2[C(0) − C(r)].

Now insert the spectral form of C. The integrand is even in k, so the integral over all k is twice that over positive k:

G(r) = 2 × 2 ∫₀^∞ P(k)(1 − cos kr) dk/2π
= (2/π) ∫₀^∞ P(k)(1 − cos kr) dk. (1)

The mean position has dropped out, which is useful when the absolute position of the edge is uncertain. The factor 1 − cos kr shows how each wave contributes. A wave much longer than r moves both points together and counts little, with weight k²r²/2. A wave much shorter than r displaces them almost independently, and its weight averages to one. When r is so large that C(r) has vanished, G reaches the plateau 2σ², the variance of the difference of two uncorrelated heights.

**(b) Model the edge spectrum by a flat part at small k and a power-law tail,**

P(k) = P₀/(1 + k²ξ²)^(H+1/2), (2)

**where ξ is the correlation length and H > 0 is the Hurst exponent. Fix P₀ from σ, and find the constant A of the tail P → A k^−(1+2H).**

Put q = kξ, so that dk = dq/ξ, and write s = H + 1/2. The normalization condition becomes

σ² = [P₀/(2πξ)] J, J = ∫ (1 + q²)^−s dq over all q.

To find J, use the definition of the gamma function in the form

(1 + q²)^−s = [1/Γ(s)] ∫₀^∞ t^(s−1) e^(−t(1+q²)) dt. (3)

Everything is positive, so the order of integration may be exchanged. The integral over q is Gaussian and equals √(π/t). Therefore

J = [√π/Γ(s)] ∫₀^∞ t^(s−3/2) e^(−t) dt = √π Γ(s−1/2)/Γ(s) = √π Γ(H)/Γ(H+1/2).

The integral over t converges at its lower end because H > 0. For H ≤ 0 this spectrum would have infinite variance. Solving for P₀,

P₀ = 2πξσ²/J = 2√π σ²ξ Γ(H+1/2)/Γ(H). (4)

For kξ ≫ 1 the one in the denominator of (2) may be dropped, which leaves P₀(kξ)^−(1+2H). So

A = P₀ ξ^−(1+2H). (5)

If lengths are in nm, P is in nm³ and A is in nm^(2−2H).

**(c) For the spectrum (2), how does G depend on r when r ≪ ξ? Leave the numerical constant as an integral, and state for which H the argument holds.**

The waves that matter should have wavenumbers near 1/r, so measure k in that unit: k = u/r, dk = du/r. The spectrum becomes

P(u/r) = P₀(1 + u²ξ²/r²)^−(H+1/2).

Take the factor ξ²/r² out of the bracket:

1 + u²ξ²/r² = (ξ²/r²)(u² + r²/ξ²).

Raised to the power −(H+1/2), the factor ξ²/r² gives (r/ξ)^(1+2H), so with (5)

P(u/r) = A r^(1+2H) (u² + r²/ξ²)^−(H+1/2).

Equation (1) supplies one factor 1/r from dk, and so, without approximation,

G(r) = (2A/π) r^(2H) ∫₀^∞ (1 − cos u)(u² + r²/ξ²)^−(H+1/2) du. (6)

As r/ξ → 0 the integrand tends to (1 − cos u)u^−(1+2H). The limit may be taken inside the integral if the integrand stays below a fixed integrable function. Since u² + r²/ξ² ≥ u²,

(1 − cos u)(u² + r²/ξ²)^−(H+1/2) ≤ (1 − cos u) u^−(1+2H).

The right-hand side must be examined at both ends. Near u = 0, 1 − cos u ≈ u²/2, and the bound behaves as u^(1−2H)/2, which is integrable if H < 1. At large u the bound is at most 2u^−(1+2H), which is integrable if H > 0. For 0 < H < 1, dominated convergence therefore gives

G(r) → (2A/π) I r^(2H), I = ∫₀^∞ (1 − cos u) u^−(1+2H) du. (7)

The height-difference variance grows as the separation to the power 2H, in the limit r/ξ → 0. Being merely smaller than ξ does not suffice, and part (g) shows how far below ξ the separation must be.

The same inequality has a second use. It holds at every u and every r, and it is strict wherever cos u ≠ 1. For the spectrum (2), then, the power law (7) lies above the true G at every r > 0. Extending the law towards ξ overestimates the roughness.

The law also explains the word self-affine. If the separation is stretched by a factor λ, with both separations far below ξ, the rms height difference √G grows by λ^H. An enlarged piece of edge has the same height-difference variance as before only if heights are enlarged by λ^H and lengths by λ. The typical slope between two points, √G/r, varies as r^(H−1) and grows without limit as r → 0. An edge with this unlimited tail has no finite rms slope. On a real edge something must end the tail at short lengths. Part (j) treats a separate cutoff, the smoothing by the microscope, which acts on the measured edge and not on the edge itself.

**(d) Does the result need the particular form (2)? Suppose only that σ is finite and that P(k)k^(1+2H) → A > 0 as k → ∞, with 0 < H < 1.**

Choose a small number ε > 0. By assumption there is a wavenumber K beyond which P(k) lies between (1−ε)A k^−(1+2H) and (1+ε)A k^−(1+2H). Split the integral (1) at K.

In the low part, use 1 − cos kr ≤ k²r²/2 and k ≤ K:

(2/π) ∫₀^K P(k)(1 − cos kr) dk ≤ (K²r²/π) ∫₀^K P(k) dk ≤ K²r²σ².

The last step uses ∫₀^∞ P dk = πσ², which is the normalization for an even spectrum. Divided by r^(2H), this part is at most K²σ² r^(2−2H), which vanishes as r → 0 because H < 1.

In the high part, P is known to within the factors 1 ± ε. With u = kr,

(2A/π) ∫_K^∞ k^−(1+2H)(1 − cos kr) dk = (2A/π) r^(2H) ∫_(Kr)^∞ (1 − cos u)u^−(1+2H) du.

As r → 0 at fixed K the lower limit goes to zero, and the last integral tends to I. So G/r^(2H) is finally confined between (1−ε)(2A/π)I and (1+ε)(2A/π)I. Since ε is arbitrary, (7) follows.

The exponent and the prefactor at short separation are thus fixed by the tail alone. The long waves contribute to σ, and so to the plateau, but at small r they add to G only a term of order r². What changes with the low-k shape is the range over which the law is accurate. So does the upper bound of part (c), which relied on the spectrum lying below its own tail.

**(e) Evaluate I.**

Apply the gamma-function representation to the power of u:

u^−(1+2H) = [1/Γ(1+2H)] ∫₀^∞ t^(2H) e^(−ut) dt.

Since 1 − cos u is never negative, the integrals over u and t may again be exchanged. The inner integral is elementary:

∫₀^∞ (1 − cos u)e^(−ut) du = 1/t − t/(1+t²) = [(1+t²) − t²]/[t(1+t²)] = 1/[t(1+t²)].

Hence

I = [1/Γ(1+2H)] ∫₀^∞ t^(2H−1)/(1+t²) dt.

Set v = t². Then t^(2H−1) dt = ½ v^(H−1) dv, and

I = [1/(2Γ(1+2H))] ∫₀^∞ v^(H−1)/(1+v) dv.

For the remaining integral write 1/(1+v) = ∫₀^∞ e^(−y(1+v)) dy. The integral over v gives Γ(H)y^(−H), and that over y then gives

Γ(H) ∫₀^∞ y^(−H)e^(−y) dy = Γ(H)Γ(1−H) = π/sin πH,

where the last equality is the reflection formula of the gamma function. Therefore

I = π/[2Γ(1+2H) sin πH]. (8)

Both limits of the allowed range are visible. As H → 0 or H → 1 the sine vanishes and I diverges, which matches the failure of convergence at large u and at small u found in part (c). Inserting (8) in (7), the factors 2/π and π/2 cancel:

G(r) → A r^(2H)/[Γ(1+2H) sin πH]. (9)

A spectrum with a different low-k shape gives a numerical test. Take P = 1/(k^2.2 + 1) in units where the crossover wavenumber k₀ is one, so that H = 0.6 and A = 1. Direct integration of (1) at k₀r = 10⁻⁴ gives 0.99967 times the value (9).

**(f) For the spectrum (2), write the law in terms of σ, ξ and H, and check it at H = 1/2.**

From (4) and (5), A r^(2H) = 2√π σ² [Γ(H+1/2)/Γ(H)] (r/ξ)^(2H), because ξ × ξ^−(1+2H) = ξ^(−2H). So (9) reads

G → 2√π σ² Γ(H+1/2) (r/ξ)^(2H)/[Γ(H)Γ(1+2H) sin πH].

The duplication formula is Γ(2H) = 2^(2H−1) Γ(H)Γ(H+1/2)/√π. Multiplying it by 2H turns the left side into Γ(1+2H):

Γ(1+2H) = H 2^(2H) Γ(H)Γ(H+1/2)/√π.

On substitution Γ(H+1/2) cancels and the two factors √π combine into π:

G → 2σ² π (r/ξ)^(2H)/[H 2^(2H) Γ(H)² sin πH].

Now replace π/sin πH by Γ(H)Γ(1−H), cancel one Γ(H), and use HΓ(H) = Γ(1+H):

G → G_p(r) = 2σ² g (r/2ξ)^(2H), g = Γ(1−H)/Γ(1+H). (10)

For H = 1/2 the spectrum (2) is a Lorentzian, whose autocorrelation is σ²e^(−r/ξ). Then G = 2σ²(1 − e^(−r/ξ)), which starts as 2σ²r/ξ. In (10), Γ(1/2)/Γ(3/2) = 2, so G_p = 2σ² × 2 × r/(2ξ) = 2σ²r/ξ, in agreement.

**Second half: the range of the law and what a measurement sees**

The symbols carried over are these. The edge h(x) has standard deviation σ, correlation length ξ and Hurst exponent H, with 0 < H < 1 unless stated otherwise. Its two-sided spectrum is P(k) = P₀/(1+k²ξ²)^(H+1/2), with P₀ = 2√π σ²ξ Γ(H+1/2)/Γ(H) and tail A k^−(1+2H). The height-difference variance is

G(r) = 2[C(0) − C(r)] = (2/π)∫₀^∞ P(k)(1 − cos kr) dk.

For r ≪ ξ it approaches G_p(r) = 2σ²g(r/2ξ)^(2H), with g = Γ(1−H)/Γ(1+H), and for this spectrum G_p lies above G at every r > 0. Below, z = r/ξ and w = z/2.

**(g) Find G at all separations, and the leading error of the power law. Where does that error come from?**

Use the representation (3) of the spectrum, with s = H+1/2 and q = kξ, now keeping the cosine:

C(r) = [P₀/(2πξΓ(s))] ∫₀^∞ dt t^(s−1)e^(−t) ∫ dq e^(−tq²) cos qz.

The integral over all q is √(π/t) e^(−z²/4t). Inserting P₀, the constant in front becomes

[2√π σ²ξ Γ(s)/Γ(H)] × √π/[2πξΓ(s)] = σ²/Γ(H),

so that

C(r) = [σ²/Γ(H)] F_H(z), F_ν(z) = ∫₀^∞ t^(ν−1) e^(−t−z²/4t) dt. (11)

The integral F_ν is a standard representation of the modified Bessel function K_ν, namely F_ν(z) = 2w^ν K_ν(z). Hence

G(r) = 2σ²[1 − 2w^H K_H(z)/Γ(H)]. (12)

Direct integration over the spectrum for H = 0.3, 0.5, 0.6 and 0.9, at z = 0.01, 0.3, 1 and 3, agrees with (12) to a largest relative difference of 4.7 × 10⁻¹².

For small z use K_H = (π/2)(I_−H − I_H)/sin πH, where I_ν is the other modified Bessel function, with the series

I_ν(z) = w^ν [1/Γ(1+ν) + w²/Γ(2+ν) + …].

Since π/sin πH = Γ(H)Γ(1−H), equation (11) gives C/σ² = Γ(1−H) w^H (I_−H − I_H). With Γ(2−H) = (1−H)Γ(1−H) and Γ(2+H) = (1+H)Γ(1+H), this is

C/σ² = 1 + w²/(1−H) − g w^(2H)[1 + w²/(1+H)] + …

Then G/2σ² = 1 − C/σ². Dividing by G_p/2σ² = g w^(2H),

G/G_p = 1 − [Γ(1+H)/Γ(2−H)] w^(2−2H) + w²/(1+H) + … (13)

The coefficient of the second term is 1/[g(1−H)] = Γ(1+H)/[(1−H)Γ(1−H)], which is the one written.

The error has a simple origin. The pure power law assigns the spectrum A k^−(1+2H) to all waves, whereas the true spectrum levels off at small k. The excess is

G_p − G = (2/π)∫₀^∞ [A k^−(1+2H) − P(k)](1 − cos kr) dk.

The bracket is positive and falls as k^−(3+2H) at large k, so k² times the bracket is integrable at both ends. For small r, 1 − cos kr may therefore be replaced by k²r²/2. The excess is r² times the surplus mean square slope that the power law counts and the edge does not have. The share of this surplus that comes from long waves, with kξ below one, is close to H itself: about 0.3 at H = 0.3, exactly one half at H = 1/2, and about 0.6 at H = 0.6 and 0.9 at H = 0.9. Relative to r^(2H), this is a correction of order r^(2−2H).

That exponent is small when H is near one, so the law is then approached slowly. Keeping the first correction alone, the relative error stays below ε for

r < 2ξ [εΓ(2−H)/Γ(1+H)]^(1/(2−2H)). (14)

**(h) What exponent would one read from a logarithmic plot of G against r? Where does the power law meet the plateau?**

The local exponent is n(r) = d ln G/d ln r = (z/G) dG/dz. Differentiating (11) under the integral brings down −z/(2t), which lowers the index by one:

dF_H/dz = −(z/2) F_(H−1) = −w × 2w^(H−1) K_(1−H) = −2w^H K_(1−H),

where K_(H−1) = K_(1−H) because K is even in its index. With (12),

n(r) = [2z w^H K_(1−H)(z)/Γ(H)] / [1 − 2w^H K_H(z)/Γ(H)]. (15)

For small z, the logarithmic derivative of (13) gives n ≈ 2H − (2−2H)[Γ(1+H)/Γ(2−H)]w^(2−2H), which tends to 2H. For large z both Bessel functions decay as e^(−z)/√z, so n → 0. At r = ξ and H = 1/2 the exponential form gives n = e^(−1)/(1−e^(−1)) = 0.58, where 2H is 1. The exponent has thus fallen well before the plateau.

The power law, extended beyond its range, reaches 2σ² when g(r/2ξ)^(2H) = 1, at

r_× = 2ξ g^(−1/(2H)). (16)

Unless H is close to one, where g diverges and r_×/ξ tends to zero, this crossing gives the rough scale of the bend. It does not mark the end of the range in which the law is accurate.

**(i) What happens for H > 1?**

The tail k^−(1+2H) is now so steep that the mean square slope

m² = ⟨(dh/dx)²⟩ = (1/π)∫₀^∞ k²P(k) dk

is finite, since k²P falls as k^(1−2H) with 1 − 2H < −1. Because (1 − cos kr)/r² is at most k²/2 and tends to k²/2, dominated convergence gives

G(r) → m²r².

The limiting exponent is 2 for every H > 1, although it is approached slowly when H is just above one: for H = 1.05 it is still 1.90 between r = 0.001ξ and 0.002ξ. At short separation the edge is a smooth curve with a slope, and the difference of two heights is slope times distance. For H = 1.5 the numerical exponent between r = 0.001ξ and 0.002ξ is 1.9990, not 3. A slope of two on the logarithmic plot therefore does not determine the tail of the spectrum. At H = 1, the borderline, the integral for m² diverges logarithmically.

**(j) The edge is measured with a microscope that smooths it and adds noise. What is then measured in place of G?**

Take the noise first. Let each pixel's edge position carry an error of zero mean and standard deviation σ_n, independent of the edge and of the errors at other pixels. The difference of two positions contains two such errors, whose variances add, so 2σ_n² is added to the variance at every nonzero separation. This floor matters most at short separation, where G is small, and it flattens the logarithmic plot.

Now let the edge be smoothed along x by a normalized Gaussian of standard deviation b. The smoothing multiplies a wave's amplitude by e^(−k²b²/2), and hence its power by e^(−k²b²). That factor is the average E[cos kX] over a normal variable X of zero mean and variance 2b². Since X is symmetric, E[sin kX] = 0, and

E[cos k(r+X)] = cos kr E[cos kX] = cos kr e^(−k²b²).

So the smoothed autocorrelation is C_b(r) = E[C(r+X)]. With C = σ² − G/2 and G_b = 2[C_b(0) − C_b(r)], the σ² terms cancel:

G_b(r) = E[G(r+X)] − E[G(X)], (17)

with G taken as an even function of its argument. If b ≪ r, expanding the first term gives G(r) + b²G″(r), because half the variance of X is b². The second term is a constant to be subtracted. When b ≪ ξ it is close to the average of G_p(|X|), which is proportional to b^(2H). Relative to G_p(r) the loss therefore falls only as (b/r)^(2H), and smoothing is felt at separations several times b.

If r ≪ b, the Gaussian factor has made the mean square slope finite, and as in part (i) G_b → m_b²r², where m_b is the rms slope of the smoothed edge. The r^(2H) law thus has a lower limit as well as an upper one: it needs b ≪ r ≪ ξ.

With smoothing first and noise afterwards, the measured quantity is

G_m(r) = G_b(r) + 2σ_n², r > 0. (18)

**(k) How well does one edge of finite length determine G? Assume here that the edge is Gaussian.**

Let D_i = h(x_i + r) − h(x_i) be the M height differences available along one edge. The estimate is Ĝ = (1/M)Σ D_i², whose mean is G. For jointly Gaussian variables of zero mean, ⟨D_i²D_j²⟩ = G² + 2⟨D_iD_j⟩², so the covariance of the two squares is 2⟨D_iD_j⟩². Two differences whose starting points are a distance d apart have the covariance

γ(d) = 2C(d) − C(d+r) − C(d−r) = ½[G(d+r) + G(d−r) − 2G(d)],

where the second form follows from C = σ² − G/2. Therefore

Var Ĝ = (2/M²) Σ_i Σ_j γ(x_i − x_j)². (19)

If all the differences were independent, only i = j would contribute and the relative variance would be 2/M. Correlation replaces M by a smaller effective number M_eff, defined by Var Ĝ/G² = 2/M_eff.

**(l) Evaluate these results for σ = 1.2 nm, ξ = 20 nm, H = 0.6, an edge 2000 nm long with 1 nm pixels, σ_n = 0.3 nm and b = 1 nm.**

The plateau is 2σ² = 2 × 1.44 = 2.88 nm². The spectrum has P₀ = 65.22 nm³, and (5) gives A = 65.22/20^2.2 = 0.0896 nm^0.8. With g = 2.4825, the power law at 4 nm, where w = 4/40 = 0.1, is

G_p = 2.88 × 2.4825 × 0.1^1.2 = 0.451 nm².

The full form gives G = 0.382 nm², an rms height difference of 0.62 nm. The ratio is 0.846. In (13) the first correction is −1.007 × 0.1^0.8 = −0.160 and the next is +0.01/1.6 = +0.006, which together account for it.

The table shows how the law is lost as r grows. The limiting exponent is 2H = 1.2.

r (nm) | G (nm²) | G/G_p | n
1 | 0.081 | 0.948 | 1.156
4 | 0.382 | 0.846 | 1.062
8 | 0.770 | 0.743 | 0.954
20 | 1.656 | 0.532 | 0.688
60 | 2.699 | 0.232 | 0.195

At r = ξ the power law is too large by nearly a factor of two. It meets the plateau at 40 × 2.4825^(−1/1.2) = 18.7 nm, but it is accurate to 5 percent only below 0.95 nm, less than one pixel.

As a test of the full form, 600 Gaussian edges were simulated with random Fourier amplitudes drawn from the spectrum. Their mean G at 4 nm is 0.3814 ± 0.0009 nm², against 0.3817 from (12). At 60 nm it is 2.733 ± 0.020 nm², 1.7 standard errors above the 2.699 of (12).

Now consider a Hurst exponent taken from two points, at 2 and 8 nm, as half the logarithmic slope. For the true edge, with G = 0.1786 and 0.7704 nm²,

H₂ = ln(0.7704/0.1786)/(2 ln 4) = 0.527.

This is below 0.6 although nothing has yet been mismeasured: the separations are too close to ξ. Noise adds 2 × 0.09 = 0.18 nm² to both values and lowers the result to

ln(0.9504/0.3586)/(2 ln 4) = 0.35.

Smoothing without noise raises it to 0.705, because the constant subtracted in (17), 0.097 nm², takes a larger share of the smaller value. That constant alone would give 0.76; the averaging in the first term of (17), which adds 0.013 nm² at 2 nm, takes back part of the rise. With both effects the result is 0.407. The two errors oppose each other, but they do not cancel.

A single value of G can mislead too. At 4 nm smoothing lowers G by 25.5 percent, to 0.2845 nm², and noise brings it up to 0.4645 nm². That is within 3 percent of the power law's 0.451 nm², yet the slope is far from 2H. The agreement is an accident of these parameters.

The sampling error of one noiseless, unsmoothed edge is 5.6 percent of G at 4 nm and 11.5 percent at 20 nm. These correspond to M_eff = 2/0.0557² ≈ 645 and 2/0.1149² ≈ 151, out of nearly 2000 differences in each case. A 5.6 percent change in one of the two values of G would move H₂ by ln(1.056)/(2 ln 4) ≈ 0.02. The shifts due to noise and smoothing are larger, and since they are systematic, averaging over more edges does not remove them.

**(m) How do these numbers stand beside a real edge?**

The parameters are round values in the regime of chemically amplified resist lines printed by extreme-ultraviolet lithography and measured by scanning electron microscope. There the 3σ edge roughness is roughly a few nm (here 3.6 nm) and the correlation length roughly some tens of nm. The noise and smoothing are assumed values, and they vary with electron dose and with the way the edge is extracted from the image. The measurement does not show the edge itself: in this example, smoothing and noise together move the two-point exponent from 0.527 to 0.407. Real noise may also be correlated between pixels, and then the added term depends on r. Finally, the range in which the power law is good to 5 percent lies below about 1 nm. This is a molecular length, where a continuous edge with an unlimited spectral tail is itself doubtful.

For an edge that follows this model, H is therefore better sought by fitting the full form (12) to G averaged over many edges, with smoothing and noise included through (17) and (18), than from a straight line on a logarithmic plot. A single edge of this length may leave the fitted H poorly determined, and any such fit still depends on the assumed spectrum. A straight-line reading needs separations far above b and far below ξ, with the noise term subtracted, and this example has no such range. The remaining values are in the numerical output.

Numbers as computed

```
sigma = 1.2 nm, 3 sigma = 3.6 nm, xi = 20.0 nm, H = 0.6
edge length = 2000 nm, pixel = 1.0 nm
noise = 0.3 nm, smoothing std b = 1.0 nm
P0 = 65.221 nm^3
tail constant A = 0.08956 nm^0.8
Gamma(1-H)/Gamma(1+H) = 2.4825
first-correction factor Gamma(1+H)/Gamma(2-H) = 1.0070
plateau 2 sigma^2 = 2.880 nm^2
r (nm) | G (nm^2) | power law (nm^2) | ratio | local exponent | simulated G +- standard error (nm^2)
  1 | 0.0810 | 0.0855 | 0.9477 | 1.1563 | 0.0809 +- 0.0001
  2 | 0.1786 | 0.1964 | 0.9098 | 1.1226 | 0.1786 +- 0.0003
  4 | 0.3817 | 0.4511 | 0.8461 | 1.0620 | 0.3814 +- 0.0009
  8 | 0.7704 | 1.0364 | 0.7433 | 0.9541 | 0.7694 +- 0.0024
 20 | 1.6558 | 3.1121 | 0.5321 | 0.6878 | 1.6581 +- 0.0080
 60 | 2.6994 | 11.6303 | 0.2321 | 0.1949 | 2.7328 +- 0.0195
number of simulated edges = 600
rms height difference at 4 nm = 0.618 nm
first correction at 4 nm = -15.96 percent
power law within 5 percent only below r = 0.945 nm
power law meets plateau at r = 18.75 nm
noise term 2 sigma_n^2 = 0.180 nm^2
noise term / G at 4 nm = 47.2 percent
smoothed G at 4 nm = 0.2845 nm^2, change -25.5 percent
rms slope of smoothed edge = 0.1651 (nm/nm)
smoothed-edge exponent, r = 0.02 to 0.04 nm = 1.9999
Hurst exponent from the two-point slope, 2 to 8 nm:
  true edge = 0.527
  with smoothing = 0.705
  with noise = 0.351
  with both = 0.407
one-edge sampling error of G at 4 nm = 5.57 percent (simulated 5.70)
one-edge sampling error of G at 20 nm = 11.49 percent (simulated 11.80)
other low-k spectrum: G / tail law at k0 r = 1e-4: 0.99967
exponent of G for spectrum with H = 1.5: 1.9990
largest relative error of closed form = 4.7e-12
```
